# Saturation of a silicon photomultiplier by random simultaneous photons

## Two photons

A silicon photomultiplier is an array of $N$ equal avalanche cells whose charges are summed. A cell that fires gives the same charge whether one photon or several struck it. Let two photons arrive together at random places, and let each be detected with probability $\varepsilon$ if it has a cell to itself. Without overlap the mean number of fired cells would be $2\varepsilon$. Both photons are detectable with probability $\varepsilon^2$, and they then share a cell with probability $1/N$. Each such overlap loses one count, so

$$\langle k\rangle = 2\varepsilon-\frac{\varepsilon^2}{N}.$$

Saturation is this loss continued to many photons. Counting overlaps then becomes awkward, because three or more photons may share a cell. Counting the cells that stay dark is simpler.

## Assumptions

1. There are $N\ge 2$ identical cells. Each photon falls on any of them with equal probability, independently of the others.
2. A photon triggers its cell with probability $\varepsilon$, the photon detection efficiency. Losses in the dead area between cells are included in $\varepsilon$.
3. A cell triggered once or more gives one unit of charge.
4. All photons arrive before any fired cell has begun to recover.
5. There is no crosstalk, afterpulsing or dark count.

The photon number $n$ may fluctuate from pulse to pulse. Its distribution enters through the generating function $G(s)=\langle s^n\rangle$, with $0\le s\le1$.

## Lemma: cells that stay dark

*A given cell stays dark with probability $q_1=G(1-\varepsilon/N)$. Two given cells both stay dark with probability $q_2=G(1-2\varepsilon/N)$.*

**Proof.** One photon triggers a given cell with probability $\varepsilon/N$, so it leaves that cell dark with probability $1-\varepsilon/N$. It cannot trigger two cells. The probability that it triggers one or other of a given pair is therefore $2\varepsilon/N$, and it spares both with probability $1-2\varepsilon/N$. For $n$ independent photons these probabilities are raised to the power $n$. Averaging over $n$ gives $G$ at the two arguments. ∎

## Theorem: number of fired cells

*Under assumptions 1 to 5,*

$$\langle k\rangle=N(1-q_1),\qquad \mathrm{Var}\,k=Nq_1+N(N-1)q_2-N^2q_1^2. \tag{1}$$

*If $n$ is Poisson distributed with mean $\mu$, then $k$ is binomial, and with the load $x=\varepsilon\mu/N$*

$$\langle k\rangle=N\left(1-e^{-x}\right),\qquad \mathrm{Var}\,k=N e^{-x}\left(1-e^{-x}\right). \tag{2}$$

**Proof of (1).** Let $d_i=1$ if cell $i$ is dark and $0$ otherwise, and let $D=\sum_i d_i$. Then $k=N-D$. By the lemma $\langle D\rangle=Nq_1$, which gives the mean. Since $d_i^2=d_i$,

$$\langle D^2\rangle=\sum_i\langle d_i\rangle+\sum_{i\ne j}\langle d_id_j\rangle=Nq_1+N(N-1)q_2 .$$

Subtracting $\langle D\rangle^2$ gives $\mathrm{Var}\,D$, which equals $\mathrm{Var}\,k$ because $k$ and $D$ differ by a constant and a sign.

**Proof of (2).** Let $m_0$ photons go undetected and let $m_i$ be detectable photons on cell $i$, with $n=m_0+\sum_i m_i$. The joint probability is the Poisson probability of $n$ times the multinomial probability of the fates:

$$P=e^{-\mu}\frac{\mu^n}{n!}\;\frac{n!}{m_0!\,m_1!\cdots m_N!}\,(1-\varepsilon)^{m_0}\prod_{i=1}^N\left(\frac{\varepsilon}{N}\right)^{m_i}.$$

The factor $n!$ cancels. Writing $\mu^n=\mu^{m_0}\prod_i\mu^{m_i}$ and $e^{-\mu}=e^{-\mu(1-\varepsilon)}\prod_i e^{-x}$ gives

$$P=e^{-\mu(1-\varepsilon)}\frac{[\mu(1-\varepsilon)]^{m_0}}{m_0!}\prod_{i=1}^N e^{-x}\frac{x^{m_i}}{m_i!}.$$

The product form shows that the cells are independent and that each receives a Poisson number of triggers with mean $x$. A cell fires unless $m_i=0$, so it fires with probability $1-e^{-x}$. The number of successes in $N$ such independent trials is binomial, with the mean and variance in (2). ∎

### A fixed number of photons

If each pulse contains exactly $n$ photons, $G(s)=s^n$ and

$$\langle k\rangle=N\left[1-\left(1-\frac{\varepsilon}{N}\right)^n\right].$$

For $n=2$ this is the opening result. Here the exponential law is a large-$N$ limit. Put $x=\varepsilon n/N$ and hold it fixed. From $\ln(1-a)=-a-a^2/2-\dots$,

$$q_1\simeq e^{-x}\left(1-\frac{\varepsilon x}{2N}\right),\qquad q_2\simeq e^{-2x}\left(1-\frac{2\varepsilon x}{N}\right).$$

The mean therefore exceeds $N(1-e^{-x})$ by about $\varepsilon x e^{-x}/2$, less than one cell. In the variance, $q_1^2\simeq e^{-2x}(1-\varepsilon x/N)$, so $N^2(q_2-q_1^2)\simeq-N\varepsilon x e^{-2x}$. The remaining terms are $Nq_1-Nq_2\simeq N(e^{-x}-e^{-2x})$. To leading order

$$\mathrm{Var}\,k\simeq N e^{-x}\left[1-(1+\varepsilon x)e^{-x}\right]. \tag{3}$$

This is smaller than the Poisson variance by $N\varepsilon x e^{-2x}$. The difference is the part due to fluctuating light: the slope $d\langle k\rangle/dn\simeq\varepsilon e^{-x}$, squared and multiplied by the Poisson variance $\mu=Nx/\varepsilon$, gives the same expression.

### Weak and strong light

For Poisson light and small $x$, $1-e^{-x}\simeq x-x^2/2$ gives

$$\langle k\rangle\simeq\varepsilon\mu-\frac{(\varepsilon\mu)^2}{2N}.$$

The mean number of pairs of detectable photons is $(\varepsilon\mu)^2/2$, and each pair coincides with probability $1/N$. The first loss is thus the two-photon overlap counted over all pairs.

For large $x$ the device approaches $N$ fired cells, with $Ne^{-x}$ still dark on average. The response relative to a linear device is

$$\frac{\langle k\rangle}{\varepsilon\mu}=\frac{1-e^{-x}}{x}. \tag{4}$$

It has fallen to 0.9 at $x=0.2146$, found by solving (4) numerically. The estimate $1-x/2$ would put this point at $x=0.2$.

## Proposition: recovering the light

Solving the mean law (2) for $\mu$ and inserting the observed $k$ gives the estimator

$$\hat\mu=-\frac{N}{\varepsilon}\ln\left(1-\frac{k}{N}\right),\qquad k<N. \tag{5}$$

*For Poisson light with $Ne^{-x}\gg1$, its leading bias and relative standard deviation are*

$$\langle\hat\mu\rangle-\mu\simeq\frac{e^x-1}{2\varepsilon},\qquad \frac{\sigma_{\hat\mu}}{\mu}\simeq\frac{\sqrt{e^x-1}}{x\sqrt N}. \tag{6}$$

**Proof.** The condition means that many cells remain dark, so $k=N$, where (5) diverges, is very improbable, and the relative fluctuation of the dark count is small. The derivatives of (5) at $k=\langle k\rangle$, where $1-k/N=e^{-x}$, are

$$\hat\mu'=\frac{1}{\varepsilon(1-k/N)}=\frac{e^x}{\varepsilon},\qquad \hat\mu''=\frac{1}{\varepsilon N(1-k/N)^2}=\frac{e^{2x}}{\varepsilon N}.$$

In a Taylor expansion about $\langle k\rangle$ the linear term averages to zero. The quadratic term gives the bias

$$\frac12\hat\mu''\,\mathrm{Var}\,k=\frac{e^{2x}}{2\varepsilon N}\,Ne^{-x}(1-e^{-x})=\frac{e^x-1}{2\varepsilon}.$$

The linear term gives the variance

$$(\hat\mu')^2\,\mathrm{Var}\,k=\frac{e^{2x}}{\varepsilon^2}\,Ne^{-x}(1-e^{-x})=\frac{N(e^x-1)}{\varepsilon^2}.$$

Its square root divided by $\mu=Nx/\varepsilon$ is the spread in (6). ∎

**The load of least spread.** Let $R=\sigma_{\hat\mu}/\mu$, with $N$ and $\varepsilon$ held fixed. For small $x$, $R\simeq1/\sqrt{Nx}=1/\sqrt{\varepsilon\mu}$, the counting limit, which improves with more light. For large $x$, $R\simeq e^{x/2}/(x\sqrt N)$, which worsens because $k$ hardly responds to further light. Between them,

$$\frac{d\ln R^2}{dx}=\frac{e^x}{e^x-1}-\frac2x=\frac{x-2(1-e^{-x})}{x(1-e^{-x})}.$$

The denominator is positive. The numerator is zero at $x=0$, decreases until $x=\ln2$ and increases afterwards, so it has one positive zero, where it turns from negative to positive. There $R$ has its minimum:

$$x=2(1-e^{-x})\quad\Rightarrow\quad x=1.594. \tag{7}$$

With $N=3600$ the formulas give:

| $x$ | Cells fired (%) | Relative spread (%) |
|---:|---:|---:|
| 0.1 | 9.5 | 5.4 |
| 0.5 | 39.3 | 2.7 |
| 1.0 | 63.2 | 2.2 |
| 2.0 | 86.5 | 2.1 |
| 3.0 | 95.0 | 2.4 |

The minimum is shallow. A heavily saturated device can still be statistically precise, provided the model used for inversion is right.

## Worked example: 4 MeV in plastic scintillator

An electron deposits 4 MeV in a fast plastic scintillator. The device is 3 mm square with a cell pitch of 50 µm, so $N=(3000/50)^2=3600$. With 10 photons per keV, a fraction 0.20 of them reaching the device, and $\varepsilon=0.40$,

$$\mu=10\times4000\times0.20=8000,\qquad x=\frac{0.40\times8000}{3600}=\frac{3200}{3600}=0.8889.$$

Since $e^{-0.8889}=0.4111$, Poisson light gives

$$\langle k\rangle=3600\,(1-0.4111)=2120,\qquad \sigma_k=\sqrt{2120\times0.4111}=29.5 .$$

With exactly 8000 photons per pulse the mean is higher by only 0.07 cells, while the standard deviation falls to 25.6.

A linear reading would take 2120 fired cells as 2120 detected photons. The response ratio is $2120/3200=0.6625$, so it would report $0.6625\times4=2.65$ MeV. The response is 10% below linear at 0.97 MeV.

The inversion (5) removes this error within the model. With $e^x=1/0.4111=2.432$, its bias is $1.432/0.80=1.8$ photons, negligible beside its standard deviation,

$$\frac{\sqrt{3600\times1.432}}{0.40}\simeq180\ \text{photons},$$

or 2.2% of $\mu$. An unsaturated device with the same 3200 mean triggers would give $1/\sqrt{3200}=1.8\%$. The least spread, 2.07%, would occur at 7.2 MeV. These figures contain Poisson light and cell statistics, but no other source of energy resolution.

## When the assumptions fail

Each effect below is added separately, with the other parameters held fixed. The altered mean charge, in units of one fired cell, is put into (5). The quoted error is relative to the true 4 MeV.

**Recovery.** Let the light decay with $\tau_d=2$ ns and the cells recharge with $\tau_r=30$ ns. Let $V$ be a cell's overvoltage (its voltage above breakdown) relative to the full value. Take the avalanche charge proportional to $V$, and let each avalanche reset $V$ to zero. If the trigger probability stays constant, the trigger rate per cell is $\lambda=(x/\tau_d)e^{-t/\tau_d}$, and a trigger in the next instant is independent of the present $V$. The mean therefore obeys

$$\frac{d\langle V\rangle}{dt}=\frac{1-\langle V\rangle}{\tau_r}-\lambda\langle V\rangle,\qquad \langle V\rangle_{t=0}=1,$$

and the mean charge per cell is $\int_0^\infty\lambda\langle V\rangle\,dt$. For $\tau_r\to\infty$ the solution is $\langle V\rangle=\exp(-\int_0^t\lambda\,dt')$, and the charge returns to $1-e^{-x}$. Numerical integration with finite $\tau_r$ adds 59 cells, an energy error of +4.5%.

This is an upper estimate, because a partly recovered cell triggers less readily. A trigger at time $t$ after the previous one gives charge $f(t)=1-e^{-t/\tau_r}$, and

$$f(a)+f(b)-f(a+b)=f(a)f(b)\ge0.$$

Merging two intervals by removing a trigger thus cannot raise the total charge. Removing the first or last trigger cannot raise it either. A simulation of one million cells with trigger probability proportional to $V$ gives an addition of about 8 cells, or +0.6%. The reduction is large because a second photon then contributes $V^2$ on average instead of $V$, and $V$ is small so soon after the first avalanche.

**Crosstalk.** Let each fired cell, with probability $c=0.10$, send one triggering photon to one of its four neighbours, chosen at random. A cell stays dark if the scintillation light misses it and no neighbour triggers it. Treating the neighbours as independent, each fired with probability $f$, gives

$$1-f=e^{-x}\left(1-\frac{cf}{4}\right)^4 .$$

The numerical solution is $f=0.6135$, which adds 89 cells. A simulation of 400 arrays with periodic edges, including chains of crosstalk, gives an addition of 88.5 with a standard error of about 0.5. The energy error is +7.0%.

**Afterpulsing.** Let a fired cell release a trapped carrier with probability $p_a=0.03$ after a mean time $\tau_a=20$ ns. To first order, if every released carrier triggers an avalanche and all delayed charge is collected, the addition per fired cell is

$$p_a\int_0^\infty\frac{e^{-t/\tau_a}}{\tau_a}\left(1-e^{-t/\tau_r}\right)dt=p_a\left(1-\frac{\tau_r}{\tau_a+\tau_r}\right)=\frac{p_a\tau_a}{\tau_a+\tau_r}=0.012 .$$

This is $0.012\times2120\simeq25$ cells, or +2.0% in energy. It is an upper estimate. With trigger probability proportional to $V$ the factor $1-e^{-t/\tau_r}$ enters squared, the addition per fired cell becomes $p_a\left[1-\frac{2\tau_r}{\tau_a+\tau_r}+\frac{\tau_r}{2\tau_a+\tau_r}\right]=0.0069$, and the result is about 15 cells, or +1.1%.

**Uneven light.** Let the local load be $x(1+u)$, where $u$ has zero mean and variance $v$ over the cells. Expanding $e^{-x(1+u)}$ to second order in $u$ changes the mean by

$$\Delta\langle k\rangle\simeq-\frac{N e^{-x}x^2v}{2}.$$

A linear slope reaching $\pm30\%$ at opposite edges has $v=0.30^2/3=0.03$. Summing over the 60 columns of cells gives a loss of 18 cells, or −1.3% in energy.

**The real case.** The light yield, decay time, cell pitch, efficiency and recovery time are rough typical values for a fast plastic scintillator and a blue-sensitive device. The crosstalk, afterpulsing and light slope are illustrative. The collected fraction of 0.20 is high for one 3 mm device on a block large enough to stop a 4 MeV electron; at 0.05 the same load would be reached at 16 MeV. Real devices break assumptions 4 and 5. For these parameters, with $\varepsilon$ and the photons per MeV known independently, crosstalk moves the inferred energy most, by about three times the single-pulse spread, and averaging many pulses does not remove such a shift. Calibration changes it. The crosstalk equation gives $-\ln(1-f)\simeq x+cf$, so the relative excess is largest in weak light, where $f\simeq x/(1-c)$ and it equals $c/(1-c)=11\%$. An energy scale set on the same device in weak light absorbs that gain and leaves an error of $1.070/1.111-1=-3.7\%$ at 4 MeV, of the opposite sign. In a slow scintillator, whose light lasts as long as the recovery or longer, cells can fire repeatedly during one pulse. Equation (2) then no longer describes the total charge, which can rise well above $N$. With recovery, very bright fast pulses can exceed $N$ too, but by much less.
